**Test of the life-fraction sum rule for factorized damage**

The program tests the statement that, if $dD/dt=g(D)f(E)$ and breakdown occurs at a fixed damage $D_c$, the sum of $t_i/t_{BD}(E_i)$ is one at breakdown. Here $D$ is the damage, $E$ the field, $t_i$ the time spent at field $E_i$, and $t_{BD}(E)$ the lifetime at constant field. Lifetimes and breakdown times are found by integrating the damage equation numerically. The program asserts the sum rule for sixteen pairs of damage function and field law, where the largest deviation from one is $6.7\times10^{-11}$, and asserts that all six orders of three fixed blocks end at the critical damage. It also asserts the closed formulas for the ramp breakdown field, for a field-dependent threshold, for a rate that does not factorize, and for the field of a trapped charge sheet. In the worked example, 3000 s at 4.5 MV/cm and 594 s at 5 MV/cm lead to breakdown after 3594 s in either order. The last lines of output size the neglected effects: the sum ranges from 0.68 for a gap 1 nm narrower than nominal to 2.39 for $10^{12}$ trapped electrons per cm$^2$.

## Verification by program

```python
"""Cumulative damage in a dielectric stressed at successive fields.

Result under test: if dD/dt = g(D) f(E) and breakdown occurs at a fixed
damage Dc, then sum_i t_i / t_BD(E_i) = 1 at breakdown, in any order.
D: damage (fraction of broken weak bonds), E: field in MV/cm, t: time in s,
t_BD(E): lifetime at constant field, G(D): integral of 1/g from 0 to D.
Lifetimes and breakdown times come from integrating the damage equation;
they are compared with the closed formulas.
"""
from itertools import permutations
import numpy as np
from scipy.constants import e, epsilon_0, k as k_B
from scipy.integrate import quad, solve_ivp

GAMMA = 4.0          # field acceleration, cm/MV
E_LOW, E_HIGH = 4.5, 5.0
T_REF = 1000.0       # lifetime at E_HIGH, s
KAPPA = 20.0         # speed-up of damage by existing damage
DC = 0.10            # critical damage
HOLD = 3000.0        # duration of first step at E_LOW, s
RAMP = 0.1           # MV/cm per s
GAP_NM = 50.0
EPS_R = 3.0
TEMP = 398.15        # K
LONG = 1.0e6         # upper limit for a step that ends by breakdown, s


def g(D):
    return (1 - D) * (1 + KAPPA * D)


def G(D):
    return np.log((1 + KAPPA * D) / (1 - D)) / (1 + KAPPA)


def f(E):
    return G(DC) / T_REF * np.exp(GAMMA * (E - E_HIGH))


def separable(D, E):
    return g(D) * f(E)


def fixed_threshold(E):
    return DC


def run(rate, steps, critical=fixed_threshold):
    """Integrate damage through the steps; return times spent and damages."""
    D, spent, damages = 0.0, [], []
    for E, duration in steps:
        if D >= critical(E):
            break

        def hit(t, y):
            return y[0] - critical(E)
        hit.terminal = True
        sol = solve_ivp(lambda t, y: [rate(y[0], E)], (0, duration), [D],
                        method="DOP853", rtol=1e-10, atol=1e-13, events=hit)
        assert sol.success
        D = sol.y[0, -1]
        spent.append(sol.t[-1])
        damages.append(D)
        if sol.status == 1:
            break
    return spent, damages


def life(rate, E, critical=fixed_threshold):
    return run(rate, [(E, LONG)], critical)[0][0]


def two_step_sum(rate, first, second, x, critical=fixed_threshold):
    """Sum of life fractions when fraction x is used at the first field."""
    t1, t2 = life(rate, first, critical), life(rate, second, critical)
    spent, damages = run(rate, [(first, x * t1), (second, LONG)], critical)
    assert len(spent) == 2
    return spent[0] / t1 + spent[1] / t2, damages[0]


# Closed integral and constant-field lifetimes
assert abs(quad(lambda D: 1 / g(D), 0, DC)[0] / G(DC) - 1) < 1e-10
t_low, t_high = life(separable, E_LOW), life(separable, E_HIGH)
for E, t in ((E_LOW, t_low), (E_HIGH, t_high)):
    assert abs(t * f(E) / G(DC) - 1) < 1e-6

# The sum rule for several damage functions and field laws
damage_functions = [lambda D: 1.0, lambda D: 1 + 30 * D,
                    lambda D: np.sqrt(abs(D) + 0.001), lambda D: 1 - D]
field_laws = [lambda E: np.exp(4 * (E - 5)),
              lambda E: np.exp(18 * (np.sqrt(E) - np.sqrt(5))),
              lambda E: (E / 5) ** 20,
              lambda E: np.exp(-100 * (1 / E - 1 / 5))]
worst_sum = 0.0
for gd in damage_functions:
    for fl in field_laws:
        def trial(D, E, gd=gd, fl=fl):
            return 1e-4 * gd(D) * fl(E)
        lives = [life(trial, E) for E in (4.8, 4.5, 5.0)]
        spent, _ = run(trial, [(4.8, 0.3 * lives[0]),
                               (4.5, 0.25 * lives[1]), (5.0, LONG)])
        total = sum(s / L for s, L in zip(spent, lives))
        worst_sum = max(worst_sum, abs(total - 1))
assert worst_sum < 1e-6

# All orders of three fixed blocks end at the critical damage
blocks = [(E, x * life(separable, E))
          for E, x in ((4.5, 0.2), (4.75, 0.5), (5.0, 0.3))]
final = [run(separable, order)[1][-1] for order in permutations(blocks)]
worst_order = max(abs(D / DC - 1) for D in final)
assert len(final) == 6 and worst_order < 1e-6

# Worked example and the exchanged order
spent_up, damage_up = run(separable, [(E_LOW, HOLD), (E_HIGH, LONG)])
x_low, x_high = HOLD / t_low, spent_up[1] / t_high
spent_down, damage_down = run(separable, [(E_HIGH, spent_up[1]),
                                          (E_LOW, LONG)])
assert abs(x_low + x_high - 1) < 1e-6
assert abs(spent_down[1] / HOLD - 1) < 1e-6
assert abs(damage_up[0] - damage_down[0]) > 0.005

# Field ramp from zero
t_zero = T_REF * np.exp(GAMMA * E_HIGH)
E_bd = np.log(1 + GAMMA * RAMP * t_zero) / GAMMA


def ramp_hit(E, y):
    return y[0] - DC


ramp_hit.terminal = True
ramp = solve_ivp(lambda E, y: [separable(y[0], E) / RAMP], (0, 10), [0.0],
                 method="DOP853", rtol=1e-10, atol=1e-14, max_step=0.05,
                 events=ramp_hit)
assert ramp.status == 1 and abs(ramp.t[-1] - E_bd) < 1e-6
share_below = quad(lambda E: f(E) / G(DC) / RAMP, 0, E_HIGH)[0]

# Another specimen with a higher threshold, judged by reference lifetimes
DC_OTHER = 0.12
other, _ = run(separable, [(E_LOW, HOLD), (E_HIGH, LONG)],
               lambda E: DC_OTHER)
other_sum = other[0] / t_low + other[1] / t_high
assert abs(other_sum - G(DC_OTHER) / G(DC)) < 1e-6


# Neglected effect: threshold lower at the high field
def falling_threshold(E):
    return DC if E < 4.75 else 0.9 * DC


G_low, G_high = G(DC), G(0.9 * DC)
thr_up, _ = two_step_sum(separable, E_LOW, E_HIGH, x_low, falling_threshold)
thr_down, _ = two_step_sum(separable, E_HIGH, E_LOW, x_low,
                           falling_threshold)
assert abs(thr_up - 1 - x_low * (1 - G_low / G_high)) < 1e-6
assert abs(thr_down - 1 - x_low * (1 - G_high / G_low)) < 1e-6
# First step so long that the lower threshold is already passed
late, _ = run(separable, [(E_LOW, 0.95 * t_low), (E_HIGH, LONG)],
              falling_threshold)
assert 0.95 * G_low > G_high and len(late) == 1

# Neglected effect: damage enhances the local field, E -> E (1 + ALPHA D)
ALPHA = 0.55


def local_field(D, E):
    return 1e-4 * (1 - D) * np.exp(GAMMA * (E * (1 + ALPHA * D) - E_HIGH))


def used_fraction(E, D):
    def slowness(u):
        return 1 / local_field(u, E)
    return quad(slowness, 0, D)[0] / quad(slowness, 0, DC)[0]


loc_up, D_up = two_step_sum(local_field, E_LOW, E_HIGH, x_low)
loc_down, D_down = two_step_sum(local_field, E_HIGH, E_LOW, x_low)
for total, D, first, second in ((loc_up, D_up, E_LOW, E_HIGH),
                                (loc_down, D_down, E_HIGH, E_LOW)):
    predicted = 1 + used_fraction(first, D) - used_fraction(second, D)
    assert abs(total - predicted) < 1e-6
    assert abs(total - 1) > 1e-3


# Neglected effect: trapped electron sheet at mid-gap, fixed voltage
def cathode_drop(sheet_cm2):
    return e * sheet_cm2 * 1e4 / (2 * EPS_R * epsilon_0) / 1e8


cells = 200
h = GAP_NM * 1e-9 / cells
laplace = (np.diag(-2 * np.ones(cells - 1)) + np.diag(np.ones(cells - 2), 1)
           + np.diag(np.ones(cells - 2), -1)) / h**2
source = np.zeros(cells - 1)
source[cells // 2 - 1] = e * 1e15 / h / (EPS_R * epsilon_0)
potential = np.linalg.solve(laplace, source)
assert abs(-potential[0] / h / 1e8 / cathode_drop(1e11) - 1) < 1e-6


def nominal_sum(rate, second_field=E_HIGH):
    spent, _ = run(rate, [(E_LOW, HOLD), (second_field, LONG)])
    return spent[0] / t_low + spent[1] / t_high


trap_sums = [(N, cathode_drop(N), nominal_sum(separable,
              E_HIGH - cathode_drop(N))) for N in (1e11, 1e12)]

# Neglected effects: hotter second step, and a gap narrower by 1 nm
E_ACT, WARMER = 0.5, 2.0
speed = np.exp(E_ACT * e / k_B * (1 / TEMP - 1 / (TEMP + WARMER)))
hot_sum = nominal_sum(lambda D, E: separable(D, E)
                      * (speed if E > 4.75 else 1.0))
narrow = GAP_NM / (GAP_NM - 1)
narrow_sum = nominal_sum(lambda D, E: separable(D, E * narrow))

print(f"field acceleration gamma = {GAMMA:.1f} cm/MV")
print(f"gap = {GAP_NM:.0f} nm, relative permittivity = {EPS_R:.1f}")
print(f"temperature = {TEMP:.2f} K")
print(f"kappa = {KAPPA:.0f}, critical damage Dc = {DC:.2f}")
print(f"G(Dc) = {G(DC):.5f} (dimensionless)")
print(f"f at {E_LOW} MV/cm = {f(E_LOW):.4e} 1/s")
print(f"f at {E_HIGH} MV/cm = {f(E_HIGH):.4e} 1/s")
print(f"lifetime at {E_LOW} MV/cm = {t_low:.1f} s")
print(f"lifetime at {E_HIGH} MV/cm = {t_high:.1f} s")
print(f"low field first: {HOLD:.0f} s, then {spent_up[1]:.1f} s")
print(f"life fractions: low {x_low:.4f}, high {x_high:.4f}")
print(f"sum of life fractions = {x_low + x_high:.6f}")
print(f"low first: damage at change = {damage_up[0]:.5f}")
print(f"low first: damage at change / Dc = {damage_up[0] / DC:.4f}")
print(f"high first: {spent_down[0]:.1f} s, then {spent_down[1]:.1f} s")
print(f"high first: damage at change = {damage_down[0]:.5f}")
print(f"high first: damage at change / Dc = {damage_down[0] / DC:.4f}")
print(f"total time: low first {sum(spent_up):.1f} s, "
      f"high first {sum(spent_down):.1f} s")
print(f"16 model pairs: largest |sum - 1| = {worst_sum:.1e}")
print(f"6 orders: largest |D/Dc - 1| at end = {worst_order:.1e}")
print(f"ramp rate = {RAMP:.1f} MV/cm per s")
print(f"zero-field lifetime parameter t0 = {t_zero:.3e} s")
print(f"ramp breakdown field: formula {E_bd:.4f} MV/cm, "
      f"integration {ramp.t[-1]:.4f} MV/cm")
print(f"ramp: life fraction used below {E_HIGH} MV/cm = {share_below:.5f}")
print(f"other specimen Dc = {DC_OTHER:.2f}: reference sum = {other_sum:.4f}")
print(f"threshold 10% lower at high field: G = {G_high:.5f}")
print(f"  first life fraction = {x_low:.4f} in both orders")
print(f"  sum, low first = {thr_up:.4f}; high first = {thr_down:.4f}")
print(f"  after 0.95 of low-field life: steps survived = {len(late)}, "
      f"sum = {late[0] / t_low:.4f}")
print(f"local-field enhancement alpha = {ALPHA:.2f}")
print(f"  sum, low first = {loc_up:.4f}; high first = {loc_down:.4f}")
for N, drop, total in trap_sums:
    print(f"trapped sheet {N:.0e} 1/cm2: cathode field drop = "
          f"{drop:.4f} MV/cm, sum = {total:.4f}")
print(f"second step {WARMER:.0f} K hotter, activation {E_ACT:.1f} eV: "
      f"rate factor = {speed:.4f}, sum = {hot_sum:.4f}")
print(f"gap 1 nm narrower: field factor = {narrow:.4f}, "
      f"nominal sum = {narrow_sum:.4f}")
print("tests ok")
```

Printed output:

```
field acceleration gamma = 4.0 cm/MV
gap = 50 nm, relative permittivity = 3.0
temperature = 398.15 K
kappa = 20, critical damage Dc = 0.10
G(Dc) = 0.05733 (dimensionless)
f at 4.5 MV/cm = 7.7590e-06 1/s
f at 5.0 MV/cm = 5.7332e-05 1/s
lifetime at 4.5 MV/cm = 7389.1 s
lifetime at 5.0 MV/cm = 1000.0 s
low field first: 3000 s, then 594.0 s
life fractions: low 0.4060, high 0.5940
sum of life fractions = 1.000000
low first: damage at change = 0.02914
low first: damage at change / Dc = 0.2914
high first: 594.0 s, then 3000.0 s
high first: damage at change = 0.04738
high first: damage at change / Dc = 0.4738
total time: low first 3594.0 s, high first 3594.0 s
16 model pairs: largest |sum - 1| = 6.7e-11
6 orders: largest |D/Dc - 1| at end = 1.0e-11
ramp rate = 0.1 MV/cm per s
zero-field lifetime parameter t0 = 4.852e+11 s
ramp breakdown field: formula 6.4979 MV/cm, integration 6.4979 MV/cm
ramp: life fraction used below 5.0 MV/cm = 0.00250
other specimen Dc = 0.12: reference sum = 1.1226
threshold 10% lower at high field: G = 0.05352
  first life fraction = 0.4060 in both orders
  sum, low first = 0.9711; high first = 1.0270
  after 0.95 of low-field life: steps survived = 1, sum = 0.9500
local-field enhancement alpha = 0.55
  sum, low first = 0.9875; high first = 1.0124
trapped sheet 1e+11 1/cm2: cathode field drop = 0.0302 MV/cm, sum = 1.0762
trapped sheet 1e+12 1/cm2: cathode field drop = 0.3016 MV/cm, sum = 2.3907
second step 2 K hotter, activation 0.5 eV: rate factor = 1.0756, sum = 0.9583
gap 1 nm narrower: field factor = 1.0204, nominal sum = 0.6811
tests ok
```
